# Open-circuit voltage and external luminescence efficiency of a thermophotovoltaic cell, part 1

(Sections cited here and not found follow in the second part.)

## First half: emission and collection obey one relation

A photovoltaic cell at temperature $T$, with short-circuit current density $J_{sc}$, has the open-circuit voltage

$$V_{oc}=\frac{kT}{q}\ln\!\left(1+\eta\,\frac{J_{sc}}{J_{em,0}}\right),\qquad J_{em,0}=q\int Q(E)\,\phi_{bb}(E)\,dE .$$

Here $q$ is the elementary charge, $Q(E)$ is the quantum efficiency for light arriving equally from all directions of the front hemisphere, and $\phi_{bb}(E)$ is the blackbody photon flux at the cell temperature. The external luminescence efficiency $\eta$ is the emitted photon current divided by the injected current, measured in the dark when the injected current equals $J_{sc}$. With the radiative limit defined by $\eta=1$,

$$V_{rad}=\frac{kT}{q}\ln\!\left(1+\frac{J_{sc}}{J_{em,0}}\right),$$

the result for $\eta J_{sc}/J_{em,0}\gg1$ becomes

$$V_{oc}=V_{rad}-\frac{kT}{q}\ln\frac1\eta .$$

Reciprocity does not itself cause this loss of voltage. The loss comes from every process that removes carriers or photons without sending light out of the front. Reciprocity fixes how much light the cell must emit at a given voltage, and this is why a measurement of emitted light reveals the loss. The condition on $\eta J_{sc}/J_{em,0}$ matters in thermophotovoltaics, where small gaps and cool emitters can violate it.

The derivation treats a planar p-type absorber with a junction at its front face and a mirror at its back. The hole density is fixed at the doping density $p_0$, which requires low injection: the electron density $n$ stays far below $p_0$. Let $n_*$ be the intrinsic density and $n_0=n_*^2/p_0$ the equilibrium electron density. The departure from equilibrium is described by

$$u=\frac{np}{n_*^2}-1=\frac{n-n_0}{n_0}.$$

If the quasi-Fermi levels of electrons and holes are separated by $\Delta\mu$, then $np=n_*^2e^{\Delta\mu/kT}$ for nondegenerate carriers, so $u=e^{\Delta\mu/kT}-1$. At the edge of the junction the separation is taken to be $qV$, which means that transport across the junction itself costs no voltage. There

$$u_J=e^{qV/kT}-1 .$$

Divide the absorber into $N$ slabs of thickness $d$, thin enough for $u$ to be uniform in each, and write $u_i$ for slab $i$, counted from the front. All rates below are per unit area of the cell.

Electrons move between slabs by diffusion. With diffusivity $D$, the flow from slab $i$ to its neighbour $i+1$ is $D(n_i-n_{i+1})/d=(Dn_0/d)(u_i-u_{i+1})$. This has the form

$$W_{ij}(u_i-u_j),\qquad W_{ij}=W_{ji}.$$

The symmetry expresses detailed balance. In equilibrium the electrons passing from $i$ to $j$ must be as many as those passing from $j$ to $i$, so both equilibrium rates equal one number $W_{ij}$. Out of equilibrium each rate is proportional to the electron density at its source, that is, to $1+u$ there. The difference of the two rates is the expression above.

Photons also carry excitation between slabs. Their equilibrium radiance follows from counting modes. In a medium of refractive index $\nu$ the wave number is $K=2\pi\nu E/(hc)$. Two polarizations give $2K^2\,dK/(2\pi)^3$ modes per unit volume and solid angle. The photon current in each mode is its occupation times the group velocity $v_g=(2\pi/h)\,dE/dK$. The radiance, in photons per unit time, area, solid angle and energy, is therefore

$$\frac{2K^2}{(2\pi)^3}\,\frac{dK}{dE}\,v_g\,e^{-E/kT}
=\frac{2K^2}{(2\pi)^3}\,\frac{2\pi}{h}\,e^{-E/kT}
=\nu^2 b(E),\qquad b(E)=\frac{2E^2}{h^3c^2}e^{-E/kT}.$$

The Boltzmann factor has replaced the Bose occupation $1/(e^{E/kT}-1)$, since $E\gg kT$. In vacuum $\nu=1$, and the flux through a plane from one hemisphere is

$$\phi_{bb}(E)=b(E)\int\cos\theta\,d\Omega=\pi b(E)=\frac{2\pi E^2}{h^3c^2}e^{-E/kT},$$

because $\int_0^{2\pi}d\varphi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi$.

In equilibrium the radiance inside a uniform medium is constant along a ray, so emission replaces what absorption removes. With absorption coefficient $\alpha$, the emission per unit length of ray is $\alpha\nu^2b$. Spontaneous emission is proportional to $np$ and becomes $(1+u)\alpha\nu^2b$ out of equilibrium. This holds while $E-\Delta\mu\gg kT$; when $\Delta\mu$ comes within a few $kT$ of $E$, the Boltzmann form must give way to the Bose form with $E-\Delta\mu$ in place of $E$.

A ray at angle $\theta'$ to the normal, with $\mu=\cos\theta'$, crosses an optical depth $t=\alpha d/\mu$ in each slab. Emission from all points of its path in slab $i$, weakened on the way out of the slab, adds up to

$$(1+u_i)\,\nu^2b\int_0^{d/\mu}\alpha e^{-\alpha s}\,ds=(1+u_i)\,\nu^2 b\,(1-e^{-t}).$$

The factor $1-e^{-t}$ is also the fraction that the slab would absorb from a ray arriving in that direction. A photon path from slab $i$ to slab $j$ thus carries the product of four factors: $1-e^{-t}$ for emission in $i$, the transmissions of the slabs between, the reflectances met on the way, and $1-e^{-t}$ for absorption in $j$. The reversed path has the same factors. The weight $\mu\,d\Omega'$, which turns radiance into flux per unit area of the cell, is also unchanged by reversal. Summing over paths, angles and energies gives an equilibrium exchange rate $X_{ij}=X_{ji}$, and the net flow of excitation is $X_{ij}(u_i-u_j)$. Photons reabsorbed in the slab that emitted them change nothing.

This symmetry was tested by following the rays explicitly, source by source, through 40 slabs of the cell described in the second half, including trapped light and repeated reflection by the mirror. The largest difference between $X_{ij}$ and $X_{ji}$ was $1.3\times10^{-16}$ of the largest exchange rate, which is rounding error.

Some photons leave through the front. The front surface is taken to transmit every ray inside the escape cone and to reflect totally every ray outside it. Let the mirror have reflectance $R$. A ray that enters from outside passes slab $i$ once on the way down, after $i-1$ slabs, and once on the way up, after $N$ slabs, the mirror and another $N-i$ slabs. The fraction absorbed in slab $i$ is

$$A_i=(1-e^{-t})\left[e^{-(i-1)t}+R\,e^{-(2N-i)t}\right].$$

Light emitted upward by slab $i$ passes $i-1$ slabs before it escapes. Light emitted downward passes $N-i$ slabs, the mirror and then all $N$ slabs. The escaping fraction of $\nu^2b$ is the same $A_i$. The equilibrium rate of escape from slab $i$, per unit energy, is then

$$\int_{\rm cone}\nu^2 b\,A_i\,\mu\,d\Omega' .$$

The angle inside is related to the angle $\theta$ outside by $\nu\sin\theta'=\sin\theta$. Squaring and differentiating gives $\nu^2\sin\theta'\cos\theta'\,d\theta'=\sin\theta\cos\theta\,d\theta$, and multiplication by the common azimuthal element gives

$$\nu^2\cos\theta'\,d\Omega'=\cos\theta\,d\Omega .$$

The escape cone inside becomes the full hemisphere outside, and the rate of escape is

$$b\int A_i\cos\theta\,d\Omega=\phi_{bb}(E)\,g_i(E),\qquad g_i(E)=\frac1\pi\int A_i\cos\theta\,d\Omega .$$

The quantity $g_i$ is the probability that a photon of energy $E$, arriving from a uniformly bright hemisphere, is absorbed in slab $i$. In equilibrium the surroundings at temperature $T$ return as many photons as escape. The net loss through the front is therefore $\phi_{bb}g_iu_i$ per unit energy.

Three further losses are proportional to $u_i$. The mirror absorbs part of the light that reaches it and, being at temperature $T$ itself, returns the equilibrium amount, which leaves a net loss $m_iu_i$. Recombination through defects in the absorber, with electron lifetime $\tau$, occurs at the rate $(np-n_*^2)/(\tau p_0)=n_0u/\tau$ per unit volume. Auger recombination with a second hole, with coefficient $C_A$, has the rate $C_Ap_0(np-n_*^2)=C_Ap_0^2n_0u$. Together with recombination at the back surface, which acts on the last slab, these are written $r_iu_i$.

The slabs next to the junction exchange electrons with it at the net rate $C_i(u_i-u_J)$. In this geometry $C_1=2Dn_0/d$, because the centre of the first slab lies $d/2$ from the junction, and the other $C_i$ vanish.

Let $G_i$ be the generation rate in slab $i$ by light in excess of the equilibrium background. In the steady state generation equals net loss:

$$G_i=\sum_{j\ne i}(W_{ij}+X_{ij})(u_i-u_j)+(\ell_i+m_i+r_i)u_i+C_i(u_i-u_J),$$

with $\ell_i=\int\phi_{bb}g_i\,dE$. Moving the term in $u_J$ to the left gives a set of linear equations,

$$M\mathbf u=\mathbf G+\mathbf C\,u_J,$$

$$M_{ii}=\sum_{j\ne i}(W_{ij}+X_{ij})+\ell_i+m_i+r_i+C_i,\qquad M_{ij}=-(W_{ij}+X_{ij})\quad(i\neq j).$$

The matrix is symmetric. It can also be inverted, since

$$\mathbf u^{\mathsf T}M\mathbf u=\sum_{i<j}(W_{ij}+X_{ij})(u_i-u_j)^2+\sum_i(\ell_i+m_i+r_i+C_i)u_i^2$$

is positive for every nonzero $\mathbf u$ when each slab loses some light through the front.

Two experiments can now be compared. In the first the cell is held at short circuit, $u_J=0$, and receives one photon of energy $E$ per unit area and time from a uniform hemisphere. Then $\mathbf G=\mathbf g(E)$ and $\mathbf u=M^{-1}\mathbf g$. Electrons reach the junction at the rate $\sum_iC_iu_i$, which is by definition the quantum efficiency:

$$Q(E)=\mathbf C^{\mathsf T}M^{-1}\mathbf g(E).$$

In the second experiment the cell is dark and a voltage is applied. Then $\mathbf u=M^{-1}\mathbf C\,u_J$, and the excess emission through the front is

$$\phi_{em}(E)=\phi_{bb}(E)\,\mathbf g^{\mathsf T}\mathbf u=\phi_{bb}(E)\,\mathbf g^{\mathsf T}M^{-1}\mathbf C\,u_J .$$

A number equals its own transpose, and $(M^{-1})^{\mathsf T}=M^{-1}$ because $M$ is symmetric. Hence $\mathbf g^{\mathsf T}M^{-1}\mathbf C=\mathbf C^{\mathsf T}M^{-1}\mathbf g=Q$, and

$$\phi_{em}(E)=Q(E)\,\phi_{bb}(E)\left(e^{qV/kT}-1\right).$$

This is the reciprocity relation between luminescence and collection. Its content can be read from the vector $\mathbf f=M^{-1}\mathbf C$. The component $f_i$ is the probability that an electron generated in slab $i$ is collected at short circuit, and it is also the excess $u_i/u_J$ that an applied voltage produces there in the dark. A region from which carriers are hard to collect is equally hard to fill from the junction, and it emits correspondingly little.

The relation contains $Q$ and not the absorptance, a difference that shows in a cell with poor collection. Such a cell was computed with a lifetime of 1 ns, a diffusivity of 5 cm²/s and a back-surface recombination velocity of $10^5$ cm/s. At 0.897 eV it absorbs 99.4 % of the incident photons but collects an electron for 50.6 % of them. The emission found from its dark solution agreed with $Q\phi_{bb}u_J$, where $Q$ came from separate illuminated solutions, to a relative $1.9\times10^{-15}$ at every energy computed.

The relation depends on symmetric exchange. When a flow of excess electrons away from the junction, with a velocity of $10^5$ cm/s and no balancing return flow, was added to the same cell, the emission computed with 40 slabs exceeded $Q\phi_{bb}u_J$ by up to 171 %. The size of this excess still depends on the slab thickness and rises toward about 190 % as the slabs are made thinner, but the relation fails in any case. A built-in field, present already in equilibrium because the doping varies, does not have this effect. It comes with a gradient of the equilibrium density, and the two together keep $W_{ij}=W_{ji}$. A field that appears only under bias or light, such as one that drives the current through a uniformly doped layer, has no such partner and acts as the one-way flow does; in this cell $10^5$ cm/s corresponds to about 500 V/cm. In the well-doped cell of the second half the field that carries the hole current is below 1 V/cm and disturbs the relation by about 0.1 %. In an undoped absorber whose field changes with voltage, as in a p-i-n cell, the relation need not hold.

For an absorber with symmetric exchange, the light emitted in the dark at a given voltage is now fixed by the quantum efficiency, through $\phi_{em}(E)=Q(E)\,\phi_{bb}(E)\left(e^{qV/kT}-1\right)$. It remains to derive the open-circuit voltage from this relation and to examine the formula in numerical cases.
